# The Jaynes-Cummings atom and field at half the revival time, part 2

A two-level atom (\(|g\rangle,|e\rangle\)) is resonant with one lossless cavity mode of frequency \(\omega\). In the frame rotating at \(\omega\), the rotating-wave Hamiltonian is \(H=\hbar g\,(a\sigma_++a^\dagger\sigma_-)\), \(\sigma_+=|e\rangle\langle g|=\sigma_-^\dagger\). The atom starts in \(c_e|e\rangle+c_g|g\rangle=a_+|+\rangle+a_-|-\rangle\), with \(|\pm\rangle=(|g\rangle\pm|e\rangle)/\sqrt2\), \(a_\pm=(c_g\pm c_e)/\sqrt2\). The field starts in \(|\alpha\rangle=\sum_nC_n|n\rangle\), \(\alpha=\sqrt{\bar n}\) real, \(\bar n\gg1\), \(C_n=e^{-\bar n/2}\alpha^n/\sqrt{n!}\).

Conventions: \(\tau=gt\), \(\theta_n=\tau\sqrt n\), \(a=(q+ip)/\sqrt2\), \([q,p]=i\), \(\int W\,dq\,dp=1\), entropies in nats; \(\langle\cdot\rangle\) over \(x\) is the average with weight \(C_n^2\). The inversion revives at \(\tau_R=2\pi\sqrt{\bar n}\).

The joint state is \(|e\rangle|\chi_e\rangle+|g\rangle|\chi_g\rangle\), with

\[
\chi_e(n)=c_eC_n\cos\theta_{n+1}-ic_gC_{n+1}\sin\theta_{n+1},\qquad
\chi_g(n)=c_gC_n\cos\theta_n-ic_eC_{n-1}\sin\theta_n. \tag{1}
\]

At \(\tau_R/2=\pi/\varepsilon\), with \(\varepsilon=\bar n^{-1/2}\), \(x=\varepsilon(n-\bar n)\),

\[
\theta_{n+1}-\theta_n=\frac{\pi}{\sqrt{1+\varepsilon x+\varepsilon^2}+\sqrt{1+\varepsilon x}}=\frac\pi2-\frac{\pi\varepsilon x}4+\dots \tag{2}
\]

\[
\theta_n=\frac{\pi\bar n}2+\frac{\pi n}2-\frac{\pi x^2}8+\frac{\pi\varepsilon x^3}{16}-\dots \tag{4}
\]

The joint state is also \(|A\rangle|\xi\rangle+|B\rangle|\eta\rangle\), with \(|A\rangle,|B\rangle=(|g\rangle\mp i|e\rangle)/\sqrt2\), \(\Phi_\pm(n)=C_ne^{\mp i\theta_n}\) and

\[
\xi=a_+\Phi_++a_-\Phi_-+O(\varepsilon),\qquad
\eta=\frac{\varepsilon x}8\big[a_+(2-i\pi)\Phi_++a_-(2+i\pi)\Phi_-\big]+O(\varepsilon^2). \tag{3}
\]

The overlap \(\langle\Phi_-|\Phi_+\rangle\) falls as \(e^{-r\bar n}\), with \(r=0.3954\) from a complex saddle \(z_s\) in \(z=\sqrt{n/\bar n}\).

With \(p=\|\eta\|^2\) (not the quadrature), \(c=\langle\eta|\xi\rangle=O(\varepsilon^2)\) and \(p_1=\frac{4+\pi^2}{64\,\bar n}\), the smaller eigenvalue of the atomic state is

\[
\lambda_{\min}=\tfrac12\Big[1-\sqrt{(1-2p)^2+4|c|^2}\Big]=p-\frac{|c|^2}{1-2p}+\dots=p_1+O(\bar n^{-2}), \tag{5}
\]

For a pure start, \(S_{\rm field}=S_{\rm at}\approx h(p_1)\), \(h(\lambda)=-\lambda\ln\lambda-(1-\lambda)\ln(1-\lambda)\). For the phase-averaged field \(\sum_nC_n^2|n\rangle\langle n|\) and a start in \(|e\rangle\), \(S_{\rm at}=\ln2\).

The field state is \(\rho_{\rm f}=|\xi\rangle\langle\xi|+|\eta\rangle\langle\eta|\). With \(\kappa=\pi/2\), \(s=1-i\kappa\), \(p_0=\sqrt{2\bar n}\), \(P=p+p_0\), the branches \(\Phi_\pm\) have leading-order momentum wavefunctions

\[
\phi_+(p)=e^{-i\pi\bar n/2}\pi^{-1/4}e^{-s(p+p_0)^2/2},\qquad
\phi_-(p)=e^{i\pi\bar n/2}\pi^{-1/4}e^{-s^*(p-p_0)^2/2}. \tag{7}
\]

For \(\Phi_+\), \(\mathrm{Var}\,p=\tfrac12\), \(\mathrm{Var}\,q=\tfrac12(1+\kappa^2)\), \(\mathrm{Cov}(q,p)=-\tfrac12\kappa\), the principal variances are \(0.118\) and \(2.116\), and the fidelity with \(|{-i\alpha}\rangle\) is \((1+\kappa^2/4)^{-1/2}\).

It remains to find the Wigner function at \(\tau_R/2\) and, in (e), to evaluate the results for \(\hbar\omega=2\) eV, \(\hbar g=1\) meV, \(\bar n=100\), with the atom starting in \(|e\rangle\).

**Wigner function.** In the momentum representation

\[
W(q,p)=\frac1\pi\int\langle p-y|\rho|p+y\rangle e^{-2iqy}dy=\frac1\pi\mathrm{Tr}[\rho K],\qquad K=\int|p+y\rangle\langle p-y|\,e^{-2iqy}dy .
\]

The sign of the exponent is fixed by a state \(e^{-iq_0p}u(p)\) with real \(u\), for which \(\langle q\rangle=q_0\): then \(\phi^*(p+y)\phi(p-y)=u(p+y)u(p-y)\,e^{2iq_0y}\), and \(W\) is symmetric in \(q\) about \(q_0\), as it must be. \(K\) reflects momentum about \(p\) with a phase, so it is unitary and \(|\Delta W|\le\|\Delta\rho\|_1/\pi\) at every point. For \(\phi=a_+\phi_++a_-\phi_-\), the identity \(|\xi\rangle\langle\xi|-|\phi\rangle\langle\phi|=|\xi-\phi\rangle\langle\xi|+|\phi\rangle\langle\xi-\phi|\) gives \(\|\Delta\rho\|_1\le p+(\|\xi\|+\|\phi\|)\|\xi-\phi\|=O(\varepsilon)\). The formula below therefore has an error \(O(\bar n^{-1/2})\) in \(\pi W\), uniformly in phase space.

The integrand \(\phi^*(p+y)\phi(p-y)\) has four terms. For the \(++\) term, \(s+s^*=2\) and \(s^*-s=2i\kappa\) give

\[
-\tfrac12s^*(P+y)^2-\tfrac12s(P-y)^2=-P^2-y^2-2i\kappa Py ,
\]

and \(\int e^{-y^2-2i(q+\kappa P)y}dy=\sqrt\pi\,e^{-(q+\kappa P)^2}\) cancels the factor \(\pi^{-1/2}\). The \(--\) term follows with \(p_0\to-p_0\), \(\kappa\to-\kappa\). In the term \(a_-^*a_+\phi_-^*(p+y)\phi_+(p-y)\) both factors carry \(e^{-i\pi\bar n/2}\) and the same \(s\). With \(u=y-p_0\) the exponent is \(-\frac12s[(p+u)^2+(p-u)^2]=-s(p^2+u^2)\), \(e^{-2iqy}=e^{-2ip_0q}e^{-2iqu}\), and \(\int e^{-su^2-2iqu}du=\sqrt{\pi/s}\,e^{-q^2/s}\), on the principal branch since \(\mathrm{Re}\,s>0\). The fourth term is the complex conjugate, as \(y\to-y\) shows. Altogether

\[
\pi W=|a_+|^2e^{-(p+p_0)^2-[q+\kappa(p+p_0)]^2}+|a_-|^2e^{-(p-p_0)^2-[q-\kappa(p-p_0)]^2}+\pi W_{\rm int},
\]

\[
\pi W_{\rm int}=2\,\mathrm{Re}\Big[a_-^*a_+e^{-i\pi\bar n}s^{-1/2}e^{-sp^2-q^2/s-2ip_0q}\Big]. \tag{8}
\]

Write \(s=|s|e^{-i\vartheta}\), \(|s|=\sqrt{1+\kappa^2}\), \(\vartheta=\arctan\kappa\), and \(1/s=(1+i\kappa)/|s|^2\). Then

\[
\pi W_{\rm int}=\frac{2|a_+a_-|}{\sqrt{|s|}}\,e^{-p^2-q^2/|s|^2}\cos\Big[2p_0q+\pi\bar n-\arg(a_-^*a_+)-\frac\vartheta2-\kappa p^2+\frac{\kappa q^2}{|s|^2}\Big].
\]

The lobes sit at \((0,\mp p_0)\) with heights \(|a_\pm|^2/\pi\) and opposite tilts. The fringes near the origin have period \(\pi/p_0\) in \(q\) . The phase \(-\kappa p^2\) bends them, and the phase \(\kappa q^2/|s|^2\) makes their spacing vary slowly with \(q\). Setting \(\kappa=0\) by hand recovers the cat of two coherent states. Relative to that case the fringe amplitude is reduced by \(|s|^{-1/2}\) while the envelope is wider in \(q\) by \(|s|\). The product (amplitude)\(^2\times\)area, which is the fringe contribution to the purity \(2\pi\int W^2\), is unchanged, so the lower contrast is not a sign of mixing.

**Check at the origin.** At \((0,0)\), \(K\) is the parity \((-1)^{a^\dagger a}\). For a start in \(|e\rangle\), \(a_\pm=\pm1/\sqrt2\), \(a_-^*a_+=-\frac12\), and (8) gives \(\pi W(0,0)=-\mathrm{Re}[e^{-i\pi\bar n}s^{-1/2}]\). Directly from (1), shifting the index in the \(\chi_g\) sum, the mean parity is \(\sum_n(-1)^nC_n^2\cos2\theta_{n+1}\). By (2) and (4), \(2\theta_{n+1}=\pi\bar n+\pi n+\pi-\pi x^2/4+O(\varepsilon)\), so the sum is \(-\mathrm{Re}[e^{i\pi\bar n}\langle e^{-i\pi x^2/4}\rangle]\). The unit Gaussian average is \((1+i\pi/2)^{-1/2}=(s^*)^{-1/2}\), and conjugation under Re gives the same value. The \(O(\varepsilon)\) terms of the phase and the \(O(\varepsilon)\) skewness of the weight are odd in \(x\), so at this point the error is only \(O(1/\bar n)\). To this accuracy, the mean parity changes sign when \(\bar n\) changes by one.

**Limits of the model.** Since \(a|{\mp i\alpha}\rangle=\mp i\alpha|{\mp i\alpha}\rangle\), one lost photon reverses the fringes. For the fringes to survive, a cavity loss rate \(\Gamma\) must therefore obey \(\Gamma\bar nt\ll1\), that is \(\Gamma\ll g/(\pi\bar n^{3/2})\). The purity of the atom is much less sensitive to loss: in the master equation at \(\bar n=16\), \(\Gamma\bar nt=1\) lowers the depth of the deepest fringe in \(\pi W\) from \(0.73\) to \(0.28\) but raises \(\lambda_{\min}\) only from \(0.0138\) to \(0.0147\). The atom must also keep its coherence over \(t\). The counter-rotating terms couple \(|e,n\rangle\) to \(|g,n-1\rangle\) and \(|g,n+1\rangle\) to \(|e,n+2\rangle\) across the gap \(2\hbar\omega\). In second order they shift the two members of a pair by \(+\hbar g^2n/2\omega\) and \(-\hbar g^2(n+2)/2\omega\), a common shift plus a half-splitting \(\hbar g^2(n+1)/2\omega\). Added in quadrature to \(\hbar g\sqrt{n+1}\), the half-splitting multiplies \(\theta_{n+1}\) by \(1+g^2(n+1)/8\omega^2\). A third-order effect has the same size. The admixed states carry weights \(g^2n/4\omega^2\) and \(g^2(n+2)/4\omega^2\), so normalization lowers the bare amplitude of each member by half its weight, and \(|g,n-1\rangle\) and \(|e,n+2\rangle\) are not coupled to each other. The coupling within the pair is thus multiplied by \(1-g^2(n+1)/4\omega^2\), and the net factor on \(\theta_{n+1}\) is \(1-g^2(n+1)/8\omega^2\). The extra phase at half revival has magnitude about \(\pi\bar n(g\sqrt{\bar n}/\omega)^2/8\), which must be small along with \(g\sqrt{\bar n}/\omega\).

### (e) Numbers

"Exact" means diagonalization of \(H\) or the sums (1), with \(W\) by quadrature; the program and its output follow this sheet.

Here \(g\sqrt{\bar n}/\omega=1\text{ meV}\times10/2\text{ eV}=0.005\), and the counter-rotating phase is \(\pi\times100\times0.005^2/8\approx10^{-3}\). The values below refer to the rotating-wave \(H\). With the counter-rotating terms kept, \(\lambda_{\min}\) at half revival moves from \(2.172\times10^{-3}\) to \(2.186\times10^{-3}\) and \(\pi W(0,0)\) from \(-0.6423\) to \(-0.6415\). The loss condition for the fringes reads \(\hbar\Gamma\ll1\text{ meV}/(1000\pi)=0.32\ \mu\text{eV}\), a quality factor \(\omega/\Gamma\gg6\times10^6\). This is far above what solid-state microcavities with a coupling of this size reach, so the parameters define a model and not a device. Half revival is at \(gt=10\pi=31.42\), or \(t=31.42\,\hbar/(1\text{ meV})=20.7\) ps. The envelope \(|\sum_nC_n^2e^{2i\theta_{n+1}}|\) peaks at \(gt=63.13\), which is \(0.5\%\) above \(\tau_R=62.83\).

Purity: \(p_1=0.216713/100=2.167\times10^{-3}\), against the exact \(\lambda_{\min}=2.172\times10^{-3}\), which lies \(0.2\%\) above \(p_1\). The purity is \(1-2p_1=0.99567\). The exact value for this start agrees to these digits because the two omitted terms, \(-2(\lambda_{\min}-p_1)\approx-1.0\times10^{-5}\) and \(2\lambda_{\min}^2\approx0.9\times10^{-5}\), nearly cancel; for the start with the largest \(\lambda_{\min}\) below, the purity is \(0.99555\). Over twelve initial states (\(|e\rangle,|g\rangle,|\pm\rangle\) and eight random ones) \(\lambda_{\min}\) runs from \(2.172\times10^{-3}\) to \(2.228\times10^{-3}\), at most \(2.8\%\) above \(p_1\). The largest deviation relative to \(p_1\) is \(0.69\%\) at \(\bar n=400\) and \(0.17\%\) at \(\bar n=1600\), the factor \(\frac14\) expected from (5). The branch overlap at \(\bar n=100\) is \(3.9\times10^{-18}\).

Entropy: \(-\ln p_1=6.134\), so \(h(p_1)=2.167\times10^{-3}\times6.134+2.165\times10^{-3}=0.01546\) nat. The exact field entropy is \(0.01549\) nat, or \(0.0223\) bit, \(0.2\%\) above the formula. With the phase-averaged field the atomic entropy is \(0.6931=\ln2\).

Branch shape, exact values at \(\bar n=1600\) against the limits: \(\mathrm{Var}\,q=1.7335\) (\(1.7337\)), \(\mathrm{Cov}=-0.7862\) (\(-0.7854\)), \(\mathrm{Var}\,p=0.5014\) (\(\frac12\)) for \(\Phi_+\), and coherent-state fidelity \(0.78637\) (\(0.78644\)) for the field left by \(|+\rangle\).

Wigner function: \(p_0=\sqrt{200}=14.14\), \(|s|=1.862\), \(|s|^{-1/2}=0.7328\), \(\vartheta=1.0039\). The fringe period is \(\pi/14.142=0.2221\), and the exact zero crossings in \(|q|<1\) give \(0.2222\). Since \(\bar n\) is even, \(\pi W(0,0)=-0.7328\cos(0.5019)=-0.6424\), against the exact \(-0.6423\), that is \(W(0,0)=-0.2044\). On \(p=0\) the cosine reaches its extreme where \(2p_0q=\vartheta/2\), apart from the small term in \(q^2\), so \(q^*=1.0039/(4\times14.142)=0.0177\). There (8) gives \(\pi W=-0.7328\) and the exact value is \(-0.7342\). At the lobe \((0,-14.14)\) the exact \(\pi W\) is \(0.490\), against \(|a_+|^2=\frac12\). On thirteen lines of constant \(p\) through the fringes and lobes, with \(|q|\le4\), the largest \(\pi|\Delta W|\) is \(0.076\) at \(\bar n=100\) and \(0.037\) at \(\bar n=400\). The infidelity \(1-\langle\phi|\rho_{\rm f}|\phi\rangle\) is \(0.0120\) and \(0.0031\). These fall by about \(2\) and \(4\), as errors of order \(\varepsilon\) and \(\varepsilon^2\) should.

## Variation 1: a mixed atom

*The atom starts in a mixed state with eigenvalues \(w_1,w_2\), both of order one, and entropy \(S_0\). Find the field entropy at \(\tau_R/2\).*

Unitary evolution keeps the joint entropy at \(S_0\). Subadditivity gives \(S_0\le S_{\rm at}+S_{\rm field}\) and the Araki-Lieb inequality gives \(S_{\rm field}-S_{\rm at}\le S_0\), so \(|S_{\rm field}-S_0|\le S_{\rm at}\), with \(S_{\rm at}\approx h(p_1)\) by (5).

The position within this interval follows from the Gram matrix. The field state is \(\sum_kw_k(|\xi_k\rangle\langle\xi_k|+|\eta_k\rangle\langle\eta_k|)\), where \(k\) labels the two orthogonal initial eigenstates, and its nonzero eigenvalues are those of the Gram matrix of the four vectors \(\sqrt{w_k}\,\xi_k,\sqrt{w_k}\,\eta_k\). By (3), \(\langle\eta_j|\eta_k\rangle=p_1(a_{j+}^*a_{k+}+a_{j-}^*a_{k-})+O(\varepsilon^4)=p_1\delta_{jk}+O(\varepsilon^4)\). Unitarity gives \(\langle\xi_j|\xi_k\rangle=\delta_{jk}-\langle\eta_j|\eta_k\rangle\). The elements \(\langle\xi_j|\eta_k\rangle\) are \(O(\varepsilon^2)\), as \(c\) was, and connect levels an order-one distance apart, so they shift eigenvalues by \(O(\varepsilon^4)\). The eigenvalues are \(w_k(1-p_1)\) and \(w_kp_1\), a product distribution, and

\[
S_{\rm field}=S_0+h(p_1)+O(\bar n^{-2}\ln\bar n),
\]

which is the upper end of the interval. For the maximally mixed atom at \(\bar n=100\) the exact values are \(S_{\rm at}=0.01566\) and \(S_{\rm field}=0.708802\), while \(\ln2+S_{\rm at}=0.693147+0.015661=0.708808\). The formula itself gives \(\ln2+h(p_1)=0.693147+0.015459=0.708606\), which is \(2\times10^{-4}\) below the exact field entropy. The atom is purified and its entropy has passed to the field. For \(w_1=w_2\) the eigenbasis may be taken as \(|\pm\rangle\), so to leading order the field is the equal mixture of \(\Phi_+\) and \(\Phi_-\), whose Wigner function has no fringes.

## Variation 2: other times between collapse and revival

*Find the atomic eigenvalues at leading order for a pure start at a time \(\tau\) after the collapse and before the revival.*

With \(C_{n\pm1}\approx C_n\) and \(\theta_{n+1}-\theta_n\approx\gamma=\tau/(2\sqrt{\bar n})\), equation (1) gives \(\sqrt2\chi_g^\pm=\Phi_\pm\) and \(\sqrt2\chi_e^\pm=\pm e^{\mp i\gamma}\Phi_\pm\). So \(|\pm\rangle|\alpha\rangle\to|A_\pm\rangle|\Phi_\pm\rangle\) with \(|A_\pm\rangle=(|g\rangle\pm e^{\mp i\gamma}|e\rangle)/\sqrt2\). At early times \(2\theta_n\approx2\tau\sqrt{\bar n}+\tau x\), so \(|\langle\Phi_-|\Phi_+\rangle|\approx|\langle e^{-i\tau x}\rangle|=e^{-\tau^2/2}\). This is the collapse, and the overlap stays negligible until \(\tau\) nears \(\tau_R\). In between,

\[
\rho_{\rm at}=|a_+|^2|A_+\rangle\langle A_+|+|a_-|^2|A_-\rangle\langle A_-|=MM^\dagger ,
\]

where \(M\) has columns \(a_\pm A_\pm\) and \(\det M=\frac12a_+a_-(-e^{i\gamma}-e^{-i\gamma})=-a_+a_-\cos\gamma\). With unit trace and determinant \(|a_+a_-|^2\cos^2\gamma\),

\[
\lambda=\tfrac12\Big[1\pm\sqrt{1-4|a_+a_-|^2\cos^2\gamma}\Big].
\]

For a start in \(|e\rangle\), \(|a_+a_-|=\frac12\) and \(\lambda_{\min}=\frac12(1-\sin\gamma)\). Just after the collapse \(\gamma\) is small and the atom is almost maximally mixed. At \(\tau_R/4\), \(\gamma=\pi/4\) and \(\lambda_{\min}=\frac12(1-0.7071)=0.1464\). The exact value at \(\bar n=100\) is \(0.1475\), with entropy \(0.418\) nat.

Near half revival, put \(\tau=\pi\sqrt{\bar n}(1+\delta)\). Then \(\cos^2\gamma\approx\pi^2\delta^2/4\) and this contribution to \(\lambda_{\min}\) is \(|a_+a_-|^2\pi^2\delta^2/4\). Unless the atom starts in or close to \(|+\rangle\) or \(|-\rangle\), where \(a_+a_-\) vanishes, it becomes comparable with \(p_1\) for \(\delta\sim\varepsilon\), a window of order \(1/g\) in time for any \(\bar n\). A relative offset of order \(1/\bar n\), the size of the gap between \(\tau_R\) and the envelope peak in (e), changes \(\lambda_{\min}\) only at order \(\bar n^{-2}\) through this term.

## Numbers as computed

```
hbar omega = 2 eV
hbar g = 1 meV
nbar = 100
g sqrt(nbar)/omega = 0.005
g t at half revival = 31.4159
half revival time = 20.6783 ps
g t_R formula = 62.8319
g t_R numerical peak = 63.1303
(4+pi^2)/64 = 0.216713
p1 formula = 0.00216713
lambda_min exact, start e = 0.00217219
lambda_min smallest of 12 starts = 0.00217219
lambda_min largest of 12 starts = 0.002228
max rel. error of p1, nbar 400 = 0.00687207
max rel. error of p1, nbar 1600 = 0.0017089
purity formula = 0.995666
purity exact, start e = 0.995665
S formula = 0.0154587 nat
S field exact, start e = 0.0154898 nat
S field exact, start e = 0.022347 bit
ln 2 = 0.693147 nat
mixed start: S atom = 0.0156606 nat
mixed start: S field = 0.708802 nat
dephased field: S atom = 0.693147 nat
quarter revival lambda_min formula = 0.146447
quarter revival lambda_min exact = 0.147514
quarter revival S atom exact = 0.418372 nat
saddle Re z = 0.512193
saddle Im z = 0.113017
overlap decay rate, saddle = 0.395377
overlap decay rate, sums = 0.395317
branch overlap, nbar 100 = 3.9186e-18
kappa = 1.5708
|s| = 1.8621
|s|^(-1/2) = 0.732823
arctan kappa = 1.00388 rad
p0 = 14.1421
Var q formula = 1.7337
Var q exact, nbar 1600 = 1.73351
Cov qp formula = -0.785398
Cov qp exact, nbar 1600 = -0.786188
Var p exact, nbar 1600 = 0.501397
smallest variance formula = 0.118174
largest variance formula = 2.11553
coherent fidelity limit = 0.786439
coherent fidelity exact, nbar 1600 = 0.786371
sheared cat infidelity, nbar 100 = 0.0120272
sheared cat infidelity, nbar 400 = 0.00311692
max pi|dW|, nbar 100 = 0.0755395
max pi|dW|, nbar 400 = 0.0366637
fringe period formula = 0.222144
fringe period exact = 0.222237
pi W(0,0) formula = -0.642429
pi W(0,0) exact = -0.642275
W(0,0) exact = -0.204443
q* deepest fringe = 0.0177463
pi W(q*,0) formula = -0.732756
pi W(q*,0) exact = -0.734245
pi W exact at lobe (0,-14.14) = 0.4897
```
